# Jamming of Bifunctional Molecules on a Silicon Row: a numerical check

```python
# Result under test: equal-rate irreversible filling of adjacent site pairs on
# an infinite, initially empty row leaves the fraction exp(-2) unreacted.
# Symbols: k = attempt rate per pair, s = k*time, P_n = probability that n
# consecutive sites are empty, p = fraction of sites initially open,
# q = one-ended binding rate per empty site divided by k,
# r = relative rate of a pair that has one reacted neighbour.
# On Si(100)-2x1 a site is one surface silicon dimer of a dimer row.
from functools import lru_cache
from math import exp, factorial, log, pi, sqrt
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import csc_matrix
from scipy.sparse.linalg import expm_multiply

LIMIT = exp(-2)


def string_probability(n, s, p=1.0, q=0.0):
    """Derived formula for n consecutive empty sites."""
    front = p * exp(-q*s - 2*p/(1 + q)*(1 - exp(-(1 + q)*s)))
    return front * (p*exp(-(1 + q)*s))**(n - 1)


# Master equation over all configurations of a ring; a set bit is an empty site.
RING = 12


def ring_generator(q):
    rows, cols, rates = [], [], []
    for state in range(2**RING):
        for i in range(RING):
            site = 1 << i
            pair = site | (1 << ((i + 1) % RING))
            for mask, rate in ((pair, 1.0), (site, q)):
                if rate > 0 and state & mask == mask:
                    rows += [state & ~mask, state]
                    cols += [state, state]
                    rates += [rate, -rate]
    return csc_matrix((rates, (rows, cols)), shape=(2**RING, 2**RING))


def ring_probabilities(generator, s, p):
    start = np.array([p**c.bit_count() * (1 - p)**(RING - c.bit_count())
                      for c in range(2**RING)])
    final = expm_multiply(generator*s, start)
    states = np.arange(2**RING)
    return [final[(states & (2**n - 1)) == 2**n - 1].sum() for n in (1, 2, 3)]


# The ring departs from the infinite row by terms of order 2**11/12!, 4e-6.
worst_ring = 0.0
ring_table = []
for p, q in ((1.0, 0.0), (0.97, 0.0), (1.0, 0.01), (0.7, 0.3)):
    generator = ring_generator(q)
    for s in (0.5, 2.0, 8.0):
        direct = ring_probabilities(generator, s, p)
        derived = [string_probability(n, s, p, q) for n in (1, 2, 3)]
        worst_ring = max(worst_ring, np.max(np.abs(np.subtract(direct, derived))))
        if p == 1.0 and q == 0.0:
            ring_table.append((s, direct[0], derived[0], derived[1]))
assert worst_ring < 2e-5


# Mean number of unreacted sites from all filling histories; a set bit is a
# reacted site, and the two outermost bits are reacted walls.
@lru_cache(maxsize=None)
def enumerated_empties(filled, length, r):
    total_rate, weighted = 0.0, 0.0
    for i in range(1, length):
        if (filled >> i) & 3 == 0:
            neighbours = ((filled >> (i - 1)) & 1) + ((filled >> (i + 2)) & 1)
            rate = r**neighbours
            total_rate += rate
            weighted += rate*enumerated_empties(filled | (3 << i), length, r)
    if total_rate == 0:
        return float(length + 2 - filled.bit_count())
    return weighted/total_rate


def empties_by_enumeration(length, r=1.0):
    return enumerated_empties(1 | (1 << (length + 1)), length, r)


def open_row_empties(length):
    """Derived finite sum for an open row."""
    return sum((length - j)*(-2.0)**j/factorial(j) for j in range(min(length, 100)))


for length in range(1, 13):
    assert abs(open_row_empties(length) - empties_by_enumeration(length)) < 1e-10
ring_jammed = empties_by_enumeration(RING - 2)/RING
assert abs(ring_jammed - LIMIT) < 1e-5


def gap_empties(r, largest):
    values = [0.0, 1.0, 0.0]
    for m in range(3, largest + 1):
        values.append((2*r*values[m-2] + 2*sum(values[1:m-2]))/(2*r + m - 3))
    return values


def interacting_fraction(r):
    values = gap_empties(r, 200)
    slope = values[200] - values[199]
    assert abs(slope - (values[150] - values[149])) < 1e-9
    return slope


# Large random filling: every pair of a ring is tried once, in random order.
sites = 400000
rng = np.random.default_rng(7)
reacted = [False]*sites
for i in rng.permutation(sites).tolist():
    j = i + 1 if i + 1 < sites else 0
    if not reacted[i] and not reacted[j]:
        reacted[i] = reacted[j] = True
empty = ~np.array(reacted)
assert not np.any(empty & np.roll(empty, 1))
block_means = empty.reshape(400, -1).mean(axis=1)
random_fraction = empty.mean()
random_error = block_means.std(ddof=1)/sqrt(400)
assert random_error < 1e-3
assert abs(random_fraction - LIMIT) < 4*random_error

# Worked example: vapour dose on a Si(100)-2x1 dimer row (rough values).
temperature, pressure_torr, mass_u, dose_time = 300.0, 1e-7, 100.0, 100.0
lattice = const.physical_constants["lattice parameter of silicon"][0]
spacing = lattice/sqrt(2)
cell_area = spacing * 2*spacing
pressure = pressure_torr*const.torr
mass = mass_u*const.atomic_mass
thermal = const.k*temperature
flux = pressure/sqrt(2*pi*mass*thermal)
speed_scale = sqrt(thermal/mass)
mean_inward = quad(lambda u: u*exp(-u*u/2)/sqrt(2*pi), 0, np.inf)[0]
flux_from_velocities = pressure/thermal*speed_scale*mean_inward
assert abs(flux/flux_from_velocities - 1) < 1e-7
k = flux*cell_area
s_dose = k*dose_time
after_dose = string_probability(1, s_dose)
s_one_percent = log(2/log(1.01))
root = brentq(lambda s: string_probability(1, s)/LIMIT - 1.01, 0.1, 20)
assert abs(root - s_one_percent) < 1e-8

# Size of neglected effects, with round assumed parameters.
terrace_sites, open_fraction, one_ended = 200, 0.97, 0.01
terrace_fraction = open_row_empties(terrace_sites)/terrace_sites
assert abs(open_row_empties(terrace_sites) - (terrace_sites + 2)*LIMIT) < 1e-9
blocked_fraction = open_fraction*exp(-2*open_fraction)
assert abs(string_probability(1, 40.0, open_fraction) - blocked_fraction) < 1e-12
one_ended_dose = string_probability(1, s_dose, 1.0, one_ended)
one_ended_long = string_probability(1, 10*s_dose, 1.0, one_ended)
neighbour_energy = 0.05
thermal_ev = thermal/const.e
r_repel = exp(-neighbour_energy/thermal_ev)
r_attract = exp(neighbour_energy/thermal_ev)
for r in (r_repel, 1.0, r_attract):
    assert abs(gap_empties(r, 12)[12] - empties_by_enumeration(12, r)) < 1e-10
assert abs(interacting_fraction(1.0) - LIMIT) < 1e-10
barrier, prefactor = 1.5, 1e13


def rearrangements(kelvin):
    return prefactor*dose_time*exp(-barrier*const.e/(const.k*kelvin))


onset = barrier*const.e/(const.k*log(prefactor*dose_time))
onset_root = brentq(lambda t: log(rearrangements(t)), 200, 1500)
assert abs(onset - onset_root) < 1e-6

print(f"Unreacted limit exp(-2): {LIMIT:.6f}")
print(f"Reacted limit 1-exp(-2): {1-LIMIT:.6f}")
print(f"Jammed {RING}-site ring, enumeration: {ring_jammed:.6f}")
print(f"Random filling, {sites} sites: {random_fraction:.5f}")
print(f"Its standard error: {random_error:.5f}")
print(f"Largest ring-formula difference: {worst_ring:.1e}")
for s, direct, derived, pair in ring_table:
    print(f"kt={s:.1f}: P1 ring {direct:.6f}, formula {derived:.6f}, P2 {pair:.6f}")
for length in (2, 3, 4, 5, 10):
    print(f"Open row N={length}: mean unreacted sites {open_row_empties(length):.6f}")
print(f"Temperature: {temperature:.0f} K")
print(f"Pressure: {pressure_torr:.1e} Torr")
print(f"Molecular mass: {mass_u:.0f} u")
print(f"Dose time: {dose_time:.0f} s")
print(f"Silicon lattice parameter: {lattice*1e9:.4f} nm")
print(f"Site spacing along row: {spacing*1e9:.4f} nm")
print(f"Area per site: {cell_area*1e18:.4f} nm2")
print(f"Gas flux: {flux*1e-4:.3e} cm^-2 s^-1")
print(f"Attempt rate k: {k:.5f} s^-1")
print(f"Dose kt: {s_dose:.3f}")
print(f"Unreacted fraction after dose: {after_dose:.5f}")
print(f"kt to come within 1 % of limit: {s_one_percent:.3f}")
print(f"Time to come within 1 %: {s_one_percent/k:.1f} s")
print(f"Mean spacing of unreacted sites: {spacing*1e9/LIMIT:.3f} nm")
print(f"All sites per area: {1e-4/cell_area:.3e} cm^-2")
print(f"Unreacted sites per area at limit: {LIMIT*1e-4/cell_area:.3e} cm^-2")
print(f"Terrace: {terrace_sites} sites, {terrace_sites*spacing*1e9:.1f} nm")
print(f"Terrace unreacted fraction: {terrace_fraction:.5f}")
print(f"Initially blocked sites: {100*(1-open_fraction):.1f} %")
print(f"Unreacted open sites / all sites: {blocked_fraction:.5f}")
print(f"One-ended rate ratio q: {one_ended:.3f}")
print(f"With one-ended binding, after dose: {one_ended_dose:.5f}")
print(f"With one-ended binding, 10x dose: {one_ended_long:.5f}")
print(f"Neighbour energy: +/-{neighbour_energy:.3f} eV")
print(f"Thermal energy: {thermal_ev:.5f} eV")
print(f"Repulsion: r={r_repel:.4f}, unreacted {interacting_fraction(r_repel):.5f}")
print(f"Attraction: r={r_attract:.4f}, unreacted {interacting_fraction(r_attract):.5f}")
print(f"Rearrangement barrier: {barrier:.2f} eV")
print(f"Rearrangement prefactor: {prefactor:.1e} s^-1")
for kelvin in (300, 600):
    print(f"Events per molecule in dose, {kelvin} K: {rearrangements(kelvin):.2e}")
print(f"One event per molecule in dose at: {onset:.0f} K")
print("done: every assertion held")
```

It prints:

```
Unreacted limit exp(-2): 0.135335
Reacted limit 1-exp(-2): 0.864665
Jammed 12-site ring, enumeration: 0.135332
Random filling, 400000 sites: 0.13578
Its standard error: 0.00040
Largest ring-formula difference: 3.1e-06
kt=0.5: P1 ring 0.455236, formula 0.455236, P2 0.276115
kt=2.0: P1 ring 0.177403, formula 0.177403, P2 0.024009
kt=8.0: P1 ring 0.135423, formula 0.135426, P2 0.000045
Open row N=2: mean unreacted sites 0.000000
Open row N=3: mean unreacted sites 1.000000
Open row N=4: mean unreacted sites 0.666667
Open row N=5: mean unreacted sites 1.000000
Open row N=10: mean unreacted sites 1.623986
Temperature: 300 K
Pressure: 1.0e-07 Torr
Molecular mass: 100 u
Dose time: 100 s
Silicon lattice parameter: 0.5431 nm
Site spacing along row: 0.3840 nm
Area per site: 0.2950 nm2
Gas flux: 2.028e+13 cm^-2 s^-1
Attempt rate k: 0.05982 s^-1
Dose kt: 5.982
Unreacted fraction after dose: 0.13602
kt to come within 1 % of limit: 5.303
Time to come within 1 %: 88.7 s
Mean spacing of unreacted sites: 2.838 nm
All sites per area: 3.390e+14 cm^-2
Unreacted sites per area at limit: 4.588e+13 cm^-2
Terrace: 200 sites, 76.8 nm
Terrace unreacted fraction: 0.13669
Initially blocked sites: 3.0 %
Unreacted open sites / all sites: 0.13939
One-ended rate ratio q: 0.010
With one-ended binding, after dose: 0.13064
With one-ended binding, 10x dose: 0.07590
Neighbour energy: +/-0.050 eV
Thermal energy: 0.02585 eV
Repulsion: r=0.1446, unreacted 0.17990
Attraction: r=6.9177, unreacted 0.07924
Rearrangement barrier: 1.50 eV
Rearrangement prefactor: 1.0e+13 s^-1
Events per molecule in dose, 300 K: 6.33e-11
Events per molecule in dose, 600 K: 2.52e+02
One event per molecule in dose at: 504 K
done: every assertion held
```
